# Henry's Function for Electrophoresis and Its Hückel and Smoluchowski Limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the ions to a formula for the velocity

Q: Two formulas are in use for the electrophoretic mobility of a charged sphere. Hückel's has a factor 2/3 that Smoluchowski's lacks. Both contain the same permittivity, viscosity and zeta potential. How can one calculation give both?

A: By keeping the ratio of the particle radius to the thickness of the ionic layer free. Let a rigid sphere of radius $a$ sit in an unbounded electrolyte of uniform permittivity $\varepsilon$ and viscosity $\eta$. A weak uniform field $\mathbf E$ is applied, and the sphere drifts with velocity $\mathbf U=\mu\mathbf E$, where $\mu$ is the mobility. I use SI units, with $r$ measured from the centre and $\theta$ from the direction of $\mathbf E$. The zeta potential $\zeta$ is the equilibrium potential at the surface where the liquid sticks.

I work to first order in $E$ and then to first order in $\zeta$. The second step requires $|z|e|\zeta|/kT$ to be small for the valence $z$ of every ion present, where $e$ is the elementary charge and $kT$ the thermal energy. For monovalent ions this is $e|\zeta|/kT$; multivalent ions make the condition stricter. The ions are point charges in a mean field.

Q: Start with no applied field, then. What surrounds the sphere?

A: Ion species $i$ has valence $z_i$ and bulk density $n_i^\infty$, with $\sum_i z_in_i^\infty=0$. In equilibrium its density is $n_i^0=n_i^\infty e^{-z_ie\psi/kT}$, where $\psi$ is the equilibrium potential. For small $\psi$ I expand the exponential. The first term of the charge density cancels by bulk neutrality, which leaves

$$\rho_0=\sum_i z_ie\,n_i^0=-\varepsilon\kappa^2\psi,\qquad \kappa^2=\frac{\sum_i z_i^2e^2n_i^\infty}{\varepsilon kT}.$$

The length $1/\kappa$ is the Debye length. Poisson's equation $\varepsilon\nabla^2\psi=-\rho_0$ becomes $\nabla^2\psi=\kappa^2\psi$. For spherical symmetry this is $(r\psi)''=\kappa^2 r\psi$. The decaying solution equal to $\zeta$ at $r=a$ is

$$\psi=\zeta\,\frac{a}{r}\,e^{-\kappa(r-a)}.$$

The particle charge $Q$ is opposite to the total charge in the liquid:

$$Q=4\pi\varepsilon\kappa^2\zeta a\int_a^\infty r\,e^{-\kappa(r-a)}dr=4\pi\varepsilon\kappa^2\zeta a\left(\frac a\kappa+\frac1{\kappa^2}\right)=4\pi\varepsilon a(1+\kappa a)\zeta.$$

Q: Why not divide the force $QE$ by the Stokes drag $6\pi\eta a$ and stop?

A: That gives the mobility $(2\varepsilon\zeta/3\eta)(1+\kappa a)$, which grows without bound as the layer gets thinner. It omits the force of the field on the ions around the particle. They carry the opposite charge and drag liquid the other way. The omission is harmless when $\kappa a\to0$, because the countercharge is then spread over distances far larger than $a$. For other values the flow it causes must be calculated.

Q: The field also moves the ions, so the charge density changes. Is it legitimate to use the equilibrium density $\rho_0$?

A: Not without an argument. Let $\delta$ mark a change of first order in $E$. The flow is slow and incompressible, so inertia is dropped. The equilibrium pressure balances $-\rho_0\nabla\psi$, and the remainder of the momentum balance is

$$\eta\nabla^2\mathbf u-\nabla\delta p-\rho_0\nabla\delta\phi-\delta\rho\,\nabla\psi=0,$$

where $\mathbf u$ is the liquid velocity in the laboratory frame and $\delta\phi$ the change of potential. The last term contains the deformation of the ionic layer.

I now use the electrochemical potential $\mu_i=kT\ln n_i+z_ie\phi$. It is uniform in equilibrium, and its change is $\delta\mu_i=kT\,\delta n_i/n_i^0+z_ie\,\delta\phi$. Multiplying the gradient by $n_i^0$ gives

$$n_i^0\nabla\delta\mu_i=kT\nabla\delta n_i-kT\,\delta n_i\nabla\ln n_i^0+z_ie\,n_i^0\nabla\delta\phi.$$

The Boltzmann law gives $-kT\nabla\ln n_i^0=z_ie\nabla\psi$. After summation over species,

$$\sum_i n_i^0\nabla\delta\mu_i=kT\nabla\sum_i\delta n_i+\delta\rho\,\nabla\psi+\rho_0\nabla\delta\phi.$$

The last two terms are the ones in the momentum balance. I replace them, and split $n_i^0$ into $n_i^\infty$ and the rest. All complete gradients go into a modified pressure $P$:

$$\eta\nabla^2\mathbf u-\nabla P+\mathbf f=0,\qquad P=\delta p-kT\sum_i\delta n_i+\sum_i n_i^\infty\delta\mu_i,$$

$$\mathbf f=-\sum_i(n_i^0-n_i^\infty)\nabla\delta\mu_i.$$

No approximation in $\zeta$ has entered these three relations.

Q: You have exchanged an unknown charge density for unknown electrochemical potentials. What is gained?

A: The factor $n_i^0-n_i^\infty$ is already of first order in $\zeta$. It is therefore enough to know $\delta\mu_i$ at $\zeta=0$.

In the frame of the particle the ions are in a steady state. Their velocity is $\mathbf u-\mathbf U-(D_i/kT)\nabla\delta\mu_i$, where $D_i$ is the diffusivity. Conservation and incompressibility give

$$(\mathbf u-\mathbf U)\cdot\nabla n_i^0=\frac{D_i}{kT}\nabla\cdot(n_i^0\nabla\delta\mu_i).$$

The left side is a product of two factors of order $\zeta$: an uncharged sphere does not move, and it has a uniform ion density around it. At leading order this leaves $\nabla^2\delta\mu_i=0$, and $D_i$ has dropped out.

No ions enter the particle, so $\partial_r\delta\mu_i=0$ at $r=a$. Far away the densities are undisturbed and $\delta\mu_i\to-z_ieEr\cos\theta$. I therefore write

$$\delta\mu_i=z_ie\Phi,\qquad \Phi=-E\cos\theta\left(r+\frac{b}{r^2}\right).$$

Both terms satisfy Laplace's equation. The surface condition is $1-2b/a^3=0$, so $b=a^3/2$ and

$$\Phi=-E\cos\theta\left(r+\frac{a^3}{2r^2}\right).$$

Since the bulk is neutral, $\sum_i z_ie(n_i^0-n_i^\infty)=\rho_0$. Hence

$$\mathbf f=-\rho_0\nabla\Phi.$$

The equilibrium charge density may thus be used, provided it is combined with $\Phi$ and the modified pressure.

Q: This $\Phi$ is the potential around a perfect insulator. My particle has a permittivity of its own. Electrostatics says that it should alter the field.

A: It does alter the electric potential. Write $\delta\phi=\Phi+\chi$. At $\zeta=0$ the definition of $\delta\mu_i$ gives $kT\delta n_i/n_i^\infty=z_ie(\Phi-\delta\phi)=-z_ie\chi$, and therefore $\delta\rho=-\varepsilon\kappa^2\chi$. Poisson's equation then reads $\nabla^2\chi=\kappa^2\chi$, so $\chi$ is screened. Its size depends on the permittivity of the particle. The electric force in the original momentum balance becomes

$$-\rho_0\nabla(\Phi+\chi)-\delta\rho\nabla\psi=-\rho_0\nabla\Phi+\varepsilon\kappa^2(\psi\nabla\chi+\chi\nabla\psi)=-\rho_0\nabla\Phi+\varepsilon\kappa^2\nabla(\psi\chi).$$

The extra force is a gradient. It changes the pressure and leaves the drift velocity alone, as can be checked once the velocity formula is available. The condition that matters is that no ions or current cross the surface or run along it behind the plane where the liquid sticks, not that the particle has a low permittivity.

Q: What determines the velocity? The particle feels electric force, pressure and viscous stress, and you have redefined the pressure.

A: I take the balance on a large sphere that encloses the particle and its ionic layer. The total force on its contents is zero, because inertia is neglected. The electric stress on the large sphere gives no force of first order in $E$: such a term is the product of $E$ and the equilibrium field, which is exponentially small there. Hence the viscous and pressure stress must integrate to zero on that sphere. Out there $n_i^0=n_i^\infty$, and neutrality gives $\sum_i n_i^\infty\delta\mu_i=kT\sum_i\delta n_i$. So $P=\delta p$, and the balance may be written with $P$.

Let $\boldsymbol\sigma$ be the stress formed from $\mathbf u$ and $P$, so that $\nabla\cdot\boldsymbol\sigma=-\mathbf f$. With $\mathbf n$ pointing away from the particle, the divergence theorem between $r=a$ and the large sphere gives

$$0-\oint_a\boldsymbol\sigma\cdot\mathbf n\,dS=-\int\mathbf f\,dV,\qquad\text{so}\qquad\oint_a\boldsymbol\sigma\cdot\mathbf n\,dS=\int\mathbf f\,dV.$$

The dipole part of $\nabla\Phi$ averages to zero over each spherical shell. Its component along $\mathbf E$ is proportional to $-2\cos^2\theta+\sin^2\theta$, whose average is $-2/3+2/3=0$. The integral is therefore $\mathbf E\int\rho_0dV=-Q\mathbf E$. The surface force computed with $P$ balances the bare force $Q\mathbf E$.

The vanishing total force also means that the distant flow lacks the $1/r$ part which a net force would produce. It decays at least as fast as $1/r^2$.

Q: You still have to solve for the flow with a force spread through the liquid.

A: The velocity can be found without the full flow. Compare the problem with a simpler one: the same sphere, uncharged, pulled with velocity $\hat{\mathbf U}$ through the same liquid. Its flow and pressure are

$$\hat{\mathbf u}=\frac{3a}{4}\left[\frac{\hat{\mathbf U}}r+\frac{\mathbf r(\mathbf r\cdot\hat{\mathbf U})}{r^3}\right]+\frac{a^3}{4}\left[\frac{\hat{\mathbf U}}{r^3}-\frac{3\mathbf r(\mathbf r\cdot\hat{\mathbf U})}{r^5}\right],\qquad \hat p=\frac{3\eta a}{2}\frac{\hat{\mathbf U}\cdot\mathbf r}{r^3}.$$

Q: I should like to see that this is a solution.

A: The second bracket is $\nabla(\hat{\mathbf U}\cdot\mathbf r/r^3)$, the gradient of a harmonic function. Its divergence and Laplacian vanish. In the first bracket the two divergences are $-\hat{\mathbf U}\cdot\mathbf r/r^3$ and $+\hat{\mathbf U}\cdot\mathbf r/r^3$, which cancel. That bracket also equals $2\hat{\mathbf U}/r-\nabla(\hat{\mathbf U}\cdot\mathbf r/r)$. Since $\nabla^2(1/r)=0$ and $\nabla^2(\hat{\mathbf U}\cdot\mathbf r/r)=-2\hat{\mathbf U}\cdot\mathbf r/r^3$, its Laplacian is $2\nabla(\hat{\mathbf U}\cdot\mathbf r/r^3)$. Thus $\eta\nabla^2\hat{\mathbf u}=\nabla\hat p$.

At $r=a$, where $\mathbf r=a\mathbf n$, the terms along $\mathbf n$ cancel and $\hat{\mathbf u}=(3/4+1/4)\hat{\mathbf U}=\hat{\mathbf U}$.

I also need the surface stress. The velocity is constant along the surface, so it has a normal derivative alone, and incompressibility makes $\mathbf n\cdot\partial_r\hat{\mathbf u}=0$. The traction is therefore $-\hat p\mathbf n+\eta\partial_r\hat{\mathbf u}$. Differentiating the two brackets at $r=a$ gives

$$\partial_r\hat{\mathbf u}=-\frac{3}{4a}\left[\hat{\mathbf U}+\mathbf n(\mathbf n\cdot\hat{\mathbf U})\right]-\frac{3}{4a}\left[\hat{\mathbf U}-3\mathbf n(\mathbf n\cdot\hat{\mathbf U})\right]=-\frac{3}{2a}\left[\hat{\mathbf U}-\mathbf n(\mathbf n\cdot\hat{\mathbf U})\right].$$

The pressure supplies $-(3\eta/2a)\mathbf n(\mathbf n\cdot\hat{\mathbf U})$. The sum is

$$\hat{\boldsymbol\sigma}\cdot\mathbf n=-\frac{3\eta}{2a}\hat{\mathbf U},$$

the same at every point of the surface. Multiplication by the area $4\pi a^2$ gives the Stokes drag $-6\pi\eta a\hat{\mathbf U}$.

Q: How does this simpler flow yield the velocity of the charged sphere?

A: Through the reciprocal theorem. Both flows are incompressible and have the same viscosity, so $\hat{\boldsymbol\sigma}:\nabla\mathbf u=\boldsymbol\sigma:\nabla\hat{\mathbf u}$. The pressures drop out, and each side is $2\eta$ times the product of the two strain rates. With $\nabla\cdot\hat{\boldsymbol\sigma}=0$ and $\nabla\cdot\boldsymbol\sigma=-\mathbf f$ this gives

$$\nabla\cdot(\hat{\boldsymbol\sigma}\cdot\mathbf u-\boldsymbol\sigma\cdot\hat{\mathbf u})=\mathbf f\cdot\hat{\mathbf u}.$$

I integrate over the liquid. The distant surface contributes nothing: $\hat{\boldsymbol\sigma}\cdot\mathbf u$ and $\boldsymbol\sigma\cdot\hat{\mathbf u}$ fall at least as $1/r^4$, while the area grows as $r^2$. On the particle $\mathbf u=\mathbf U$ and $\hat{\mathbf u}=\hat{\mathbf U}$, and the outward normal of the liquid is $-\mathbf n$. Therefore

$$6\pi\eta a\,\mathbf U\cdot\hat{\mathbf U}+\hat{\mathbf U}\cdot\int\mathbf f\,dV=\int\mathbf f\cdot\hat{\mathbf u}\,dV.$$

Define $\mathbf w=\hat{\mathbf U}-\hat{\mathbf u}$, the flow past a fixed sphere. Then

$$6\pi\eta a\,\mathbf U\cdot\hat{\mathbf U}=-\int\mathbf f\cdot\mathbf w\,dV.$$

The sign is as it should be. For positive $\zeta$ the liquid has negative charge and $\mathbf f$ points mainly against $\mathbf E$, so the particle moves along $\mathbf E$.

The permittivity question can now be closed. For a gradient force, $\int\mathbf w\cdot\nabla(\psi\chi)dV$ becomes a surface integral, since $\nabla\cdot\mathbf w=0$. It vanishes because $\mathbf w=0$ on the particle and $\psi\chi$ decays far away. Direct integration of the actual electric force was tested for particle-to-liquid permittivity ratios 0, 0.05, 1 and 10, and gave the same mobility within the numerical tolerance.

## Second half: Henry's function and its two limits

Q: Before the integration, please collect what is needed.

A: The sphere has radius $a$ and zeta potential $\zeta$. The liquid has permittivity $\varepsilon$, viscosity $\eta$ and Debye length $1/\kappa$. The applied field is $\mathbf E$ and the particle velocity $\mathbf U$. To leading order in $\zeta$ the first half gave

$$\rho_0=-\varepsilon\kappa^2\zeta\frac ar e^{-\kappa(r-a)},\qquad \mathbf f=-\rho_0\nabla\Phi,\qquad \Phi=-E\cos\theta\left(r+\frac{a^3}{2r^2}\right),$$

$$6\pi\eta a\,\mathbf U\cdot\hat{\mathbf U}=-\int\mathbf f\cdot\mathbf w\,dV.$$

Here $\mathbf w$ is the flow past a fixed sphere which tends to $\hat{\mathbf U}$ far away. I choose $\hat{\mathbf U}$ parallel to $\mathbf E$ and set $x=a/r$. Taking components of the Stokes flow gives

$$w_r=\hat U\cos\theta\left(1-\tfrac32x+\tfrac12x^3\right),\qquad w_\theta=-\hat U\sin\theta\left(1-\tfrac34x-\tfrac14x^3\right).$$

The components of the field that drives the ions are

$$-\partial_r\Phi=E\cos\theta\,(1-x^3),\qquad -\frac1r\partial_\theta\Phi=-E\sin\theta\left(1+\tfrac12x^3\right).$$

The drift velocity is now expressed as an integral over the ionic layer, with every factor in the integrand known to leading order in $\zeta$. It remains to carry out the integration, which gives Henry's function, and to examine its Hückel and Smoluchowski limits and its range of validity.
